# Binding of an Equal-Mass Trion in Three Dimensions

**Model for all parts.** Two electrons and one hole move in a bulk semiconductor with parabolic, isotropic, non-degenerate bands. Each particle has mass $m$, in units of the free-electron mass. The charges interact through a static dielectric constant $\varepsilon$. Exchange between electron and hole, phonons and recombination are neglected. The electrons form a spin singlet, so the spatial wavefunction is symmetric under their exchange. Hartree atomic units are used until Part 5.

The trion binding energy $E_b$ is the energy needed to remove one electron and leave an exciton in its ground state: $E_b=E_X-E_T$, where $E_X$ and $E_T$ are the exciton and trion energies measured from free particles at rest.

## Part 1. Scaling

**Question.** Remove $m$ and $\varepsilon$ from the trion Hamiltonian and identify the resulting three-body system. Find its break-up threshold. What does a variational energy say about $E_b$?

**Answer.** Let $r_1,r_2$ be the electron–hole distances and $r_{12}$ the electron–electron distance. Then

$$H=-\frac1{2m}(\nabla_a^2+\nabla_b^2+\nabla_h^2)+\frac1\varepsilon\left(\frac1{r_{12}}-\frac1{r_1}-\frac1{r_2}\right).$$

Put $\mathbf r=(\varepsilon/m)\mathbf r'$. Each Laplacian gains $(m/\varepsilon)^2$, so the kinetic prefactor becomes $(1/m)(m/\varepsilon)^2=m/\varepsilon^2$. Each inverse distance gains $m/\varepsilon$, so the Coulomb prefactor becomes $(1/\varepsilon)(m/\varepsilon)=m/\varepsilon^2$ as well. Hence $H=(m/\varepsilon^2)H'$, where $H'$ describes two electrons and a positron in vacuum: the positronium negative ion. Reversing all charges leaves $H$ unchanged, so the positive trion has the same energy in this model.

The exciton becomes positronium, with reduced mass $1/2$ and relative Hamiltonian $-\nabla^2-1/r$. Since $\nabla^2e^{-\kappa r}=(\kappa^2-2\kappa/r)e^{-\kappa r}$,

$$\left(-\nabla^2-\frac1r\right)e^{-\kappa r}=\left(-\kappa^2+\frac{2\kappa-1}{r}\right)e^{-\kappa r}.$$

The $1/r$ term vanishes for $\kappa=1/2$, which gives the nodeless ground state with energy $-1/4$. A free electron at rest adds nothing, so the threshold is $-1/4$.

A trial energy $E$ is an upper bound on the ion's ground energy. If $E<-1/4$, the ion is bound, and $-1/4-E$ is a lower bound on its binding. The ratio $E_b/|E_X|$ depends on neither $m$ nor $\varepsilon$, because both energies scale with $m/\varepsilon^2$.

## Part 2. A trial without correlation

**Question.** Remove the centre-of-mass motion. Does $\psi=e^{-\alpha(r_1+r_2)}$ predict binding?

**Answer.** Measure $\mathbf r_1,\mathbf r_2$ from the positive particle. On a function of relative coordinates, $\nabla_a=\nabla_1$, $\nabla_b=\nabla_2$ and $\nabla_h=-(\nabla_1+\nabla_2)$. Therefore

$$H'=-\nabla_1^2-\nabla_2^2-\nabla_1\!\cdot\!\nabla_2-\frac1{r_1}-\frac1{r_2}+\frac1{r_{12}}.$$

For the normalized product, $\langle-\nabla_i^2\rangle=\alpha^2$ and $\langle1/r_i\rangle=\alpha$. The mixed derivative averages to zero, because each factor is even and its gradient is odd.

For the repulsion, one electron has density $\rho(s)=(\alpha^3/\pi)e^{-2\alpha s}$. Its potential is the charge inside $r$ divided by $r$, plus the contribution of the outer shells:

$$\Phi(r)=\frac{1-e^{-2\alpha r}(1+2\alpha r+2\alpha^2r^2)}r+e^{-2\alpha r}(\alpha+2\alpha^2r)
=\frac1r-e^{-2\alpha r}\left(\frac1r+\alpha\right).$$

Averaging over the second electron gives

$$\left\langle\frac1{r_{12}}\right\rangle=\alpha-4\alpha^3\!\int_0^\infty(r+\alpha r^2)e^{-4\alpha r}dr=\alpha-\frac\alpha4-\frac\alpha8=\frac{5\alpha}8.$$

Thus

$$E(\alpha)=2\alpha^2-2\alpha+\frac{5\alpha}8=2\alpha^2-\frac{11\alpha}8.$$

Setting $4\alpha=11/8$ gives $\alpha=11/32$ and $E=-121/512=-0.236328$ hartree. This lies above $-0.25$, so the trial does not establish binding. It does not disprove binding either, since it gives only an upper bound on the energy.

## Part 3. Correlated coordinates

**Question.** For $\psi(r_1,r_2,r_{12})$, derive the kinetic energy and find coordinates with independent limits.

**Answer.** Let subscripts on $\psi$ denote partial derivatives with respect to the distances, and let $\mathbf n=(\mathbf r_1-\mathbf r_2)/r_{12}$. The three particle gradients are

$$\psi_1\hat{\mathbf r}_1+\psi_{12}\mathbf n,\qquad \psi_2\hat{\mathbf r}_2-\psi_{12}\mathbf n,\qquad -\psi_1\hat{\mathbf r}_1-\psi_2\hat{\mathbf r}_2.$$

Integration by parts turns the kinetic energy into the integral of half the sum of their squares. For real $\psi$ the density is

$$t=\psi_1^2+\psi_2^2+\psi_{12}^2+\psi_1\psi_{12}c_1+\psi_2\psi_{12}c_2+\psi_1\psi_2c_h.$$

Each squared derivative occurs in two gradients, which cancels the factor one half. Each mixed product occurs once with a factor two. Using $\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-r_{12}^2)/2$, the cosines are

$$c_1=\frac{r_1^2+r_{12}^2-r_2^2}{2r_1r_{12}},\quad
c_2=\frac{r_2^2+r_{12}^2-r_1^2}{2r_2r_{12}},\quad
c_h=\frac{r_1^2+r_2^2-r_{12}^2}{2r_1r_2}.$$

For the volume element, let $\theta$ be the angle between $\mathbf r_1$ and $\mathbf r_2$. Integrating over overall rotations leaves $8\pi^2r_1^2r_2^2\sin\theta\,dr_1dr_2d\theta$. At fixed $r_1,r_2$ the cosine rule gives $r_{12}dr_{12}=r_1r_2\sin\theta\,d\theta$, so the volume element is $8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}$.

The distances must still satisfy the triangle inequalities. Define

$$x=r_1+r_2-r_{12},\quad y=r_1+r_{12}-r_2,\quad z=r_2+r_{12}-r_1.$$

The inequalities become $x,y,z\ge0$, with no further restriction. The inverse is $r_1=(x+y)/2$, $r_2=(x+z)/2$, $r_{12}=(y+z)/2$. Its Jacobian has magnitude $2/8=1/4$, so the volume element is $2\pi^2r_1r_2r_{12}\,dx\,dy\,dz$.

## Part 4. The binding ratio

**Question.** Construct a systematic variational calculation and obtain $E_b/|E_X|$. Assess its convergence.

**Answer.** Exchanging the electrons exchanges $y$ and $z$. A suitable symmetric basis is

$$\phi_{lmn}=e^{-[px+q(y+z)]/2}L_l(px)\left[L_m(qy)L_n(qz)+L_n(qy)L_m(qz)\right],$$

with Laguerre polynomials $L$, $m\le n$ and $l+m+n\le\Omega$. For $\psi=\sum_i c_i\phi_i$, the energy is $E=c^{T}Hc/c^{T}Sc$, where $H$ and $S$ are the Hamiltonian and overlap matrices. Setting its derivative with respect to $c$ to zero gives $Hc=ESc$.

The factor $r_1r_2r_{12}$ cancels every denominator in the Coulomb terms and cosines. Each integrand is then a polynomial times $e^{-px-qy-qz}$, of degree at most $2\Omega+3$ in any variable. Gauss–Laguerre quadrature with $N$ points integrates degree $2N-1$ exactly, so $N=\Omega+2$ points per coordinate suffice, apart from rounding.

The exponents $p,q$ were optimized by a local search up to $\Omega=8$ and then held fixed. A local search can miss the best pair: for $\Omega=1$, $p=0.655$ and $q=0.460$ give −0.24473 hartree, lower than the table entry but still above the threshold. A negative percentage means that the trial energy lies above the threshold.

| $\Omega$ | functions | $E$ (hartree) | $(-1/4-E)/(1/4)$ |
|---:|---:|---:|---:|
| 0 | 1 | −0.239113 | −4.35% |
| 1 | 3 | −0.241760 | −3.30% |
| 2 | 7 | −0.260910 | 4.36% |
| 4 | 22 | −0.261946 | 4.78% |
| 8 | 95 | −0.262005 | 4.80% |
| 12 | 252 | −0.262005 | 4.80% |

In this sequence binding first appears with quadratic polynomials. At $\Omega=12$, before rounding for the table,

$$\frac{E_b}{|E_X|}\simeq\frac{0.0120050}{0.25}=0.0480.$$

The trion binding is therefore about 4.8% of the exciton binding. Going from $\Omega=10$ to 12 lowers the energy by $4.9\times10^{-8}$ hartree, about $4\times10^{-6}$ of the trion binding. This supports the quoted digits but is not a rigorous bound on the remaining error.

A further check follows from stretching the wavefunction. If all lengths are divided by $\lambda$, then $E(\lambda)=\lambda^2T+\lambda V$. Stationarity at $\lambda=1$ requires $2T+V=0$; the calculation gives $V/T=-2.000001$.

The mean electron–positron distance is 5.49 bohr and the mean electron–electron distance is 8.55 bohr. In free positronium the mean separation is $3/(2\kappa)=3$ bohr. If one electron kept that distance, the other would be at $2(5.49)-3\simeq8.0$ bohr on average. The numbers are thus compatible with a picture of positronium plus a distant electron, though they do not prove it.

## Part 5. A material scale

**Question.** Take $m=0.25$ and $\varepsilon=12$. Find the binding energies in meV and the sizes in nm.

**Answer.** These round values lie in the rough regime of silicon, whose average electron and hole masses are nearly equal. The energy unit $m/\varepsilon^2=0.25/144$ hartree is 47.24 meV. The length unit $\varepsilon/m=48$ bohr is 2.540 nm. Hence

$$|E_X|=\tfrac14(47.24)=11.81\text{ meV},\qquad E_b=0.0120050(47.24)=0.567\text{ meV}.$$

The exciton Bohr radius is twice the length unit, 5.08 nm. The trion's mean unlike-charge and like-charge distances are 13.9 and 21.7 nm.

The scaling can be tested without using it. A basis of 700 Gaussians in $r_1^2,r_2^2,r_{12}^2$, applied directly to the Hamiltonian with $m=0.25$ and $\varepsilon=12$, gives a total energy of −12.3764 meV. The scaled result is −12.3776 meV. The difference is 0.2% of the trion binding, and the unoptimized Gaussian energy is the higher one.

## Part 6. Unequal masses and real bands

**Question.** Use rough silicon band parameters to judge the isotropic equal-mass model. Take electron masses $m_l=0.92$, $m_t=0.19$ and valence parameters $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.45$.

**Answer.** Averaging the inverse electron mass over directions gives $3/(1/m_l+2/m_t)=0.258$. The average hole mass is $1/\gamma_1=0.233$. Keeping $\varepsilon=12$ and isotropic bands, these masses give 4.90% and 0.567 meV for the negative trion, and 4.72% and 0.545 meV for the positive one. The negative trion's binding in meV hardly changes, because its larger ratio offsets a smaller exciton binding. Unequal masses remove the equality of the two trions but move the ratio by only about 2% of itself here.

The dependence of the masses on direction also shifts the exciton. Write the exciton kinetic energy as $k^2[1+M(\hat{\mathbf k})]/(2\mu)$, with $\mu=m/2=0.125$ held fixed and $k^2M=\sum_{ij}M_{ij}k_ik_j$, where $M_{ij}$ is traceless. The directional average of $M$ vanishes, so an s state has no first-order shift. Acting on a radial function $f$,

$$k^2Mf=-M(\hat{\mathbf r})\left(f''-\frac{f'}r\right),$$

which is a pure d wave. Its coupling strength is $\nu=\sqrt{\langle M^2\rangle}$, with the average taken over directions.

For the electron ellipsoid, $M=\delta P_2(\cos\theta)$, with $\theta$ measured from the long axis. Here $\delta=\frac23\mu(1/m_l-1/m_t)=-0.348$. Since $\langle P_2^2\rangle=1/5$, $\nu=|\delta|/\sqrt5=0.156$.

For the fourfold valence band, the heavy- and light-hole branches have

$$M=\mp2\mu\sqrt{\gamma_2^2+3(\gamma_3^2-\gamma_2^2)(\hat k_x^2\hat k_y^2+\hat k_y^2\hat k_z^2+\hat k_z^2\hat k_x^2)}.$$

Both branches have the same square, so $M^2$ is proportional to the unit matrix. The bracket of direction cosines averages to $3/15=1/5$, giving

$$\nu=2\mu\sqrt{\tfrac25\gamma_2^2+\tfrac35\gamma_3^2}=0.286.$$

To estimate the shift, use lengths in exciton Bohr radii and energies in units of $|E_X|$. The unperturbed Hamiltonian is $k^2-2/r$, with normalized radial function $f=2e^{-r}$ and energy −1. Here $f''-f'/r=2e^{-r}(1+1/r)$. Admix a d wave $g=c\,re^{-r}$. Apart from a sign absorbed in $c$, the coupling integral is

$$A=2\int_0^\infty(r^3+r^2)e^{-2r}dr=\frac54.$$

The d-wave Hamiltonian plus one, acting on $re^{-r}$, gives $(4/r+2)e^{-r}$, so the energy cost is

$$B=\int_0^\infty(4r^2+2r^3)e^{-2r}dr=\frac74.$$

To second order the energy change is $2c\nu A+c^2B$. Its minimum is $-\nu^2A^2/B=-(25/28)\nu^2$. The exciton binding therefore rises by about $0.893(0.156)^2(11.81)=0.26$ meV for the electron and $0.893(0.286)^2(11.81)=0.86$ meV for the hole.

A larger radial basis with full s–d mixing gives 0.293 and 0.944 meV. These values stop at d waves and are not converged in the last digits: adding g waves raises them to about 0.298 and 0.955 meV. It includes anisotropy within the d wave for the electron but not for the hole. The hole value also leaves out silicon's split-off band, which lies only about 44 meV away, less than four exciton bindings. Adding that band to the trial can only lower the exciton energy; with it, and with g waves, the valence shift grows to about 1.3 meV, so 0.944 meV is not a converged shift for silicon. An ellipsoidal exponential trial gives 0.296 meV for the electron, in close agreement.

The valence-band shift exceeds the whole trion binding of 0.567 meV. These are shifts of the exciton, however. The trion shifts too, and only the difference between the two shifts enters $E_b$. That difference is not calculated here. The 0.567 meV is therefore a model scale and not a prediction for silicon.

## Part 7. Temperature, carriers and field

**Question.** Under what conditions could the model trion survive? Consider 2 K and 300 K.

**Answer.** The thermal energy equals $E_b$ at 6.6 K. At 2 K, $E_b/k_BT=3.29$; at 300 K it is 0.022.

Energy alone does not fix the populations. For dilute classical gases in equilibrium, a species of mass $M$, degeneracy $g$ and internal energy $E$ has a partition function per volume $g(Mk_BT/2\pi\hbar^2)^{3/2}e^{-E/k_BT}$. Equating the chemical potential of the trion to the sum for exciton and electron gives

$$\frac{n_en_X}{n_T}=\frac{g_eg_X}{g_T}\left(\frac{m_rk_BT}{2\pi\hbar^2}\right)^{3/2}e^{-E_b/k_BT},\qquad m_r=\frac{m(2m)}{3m}=\frac{2m}3.$$

Here $m_r$ is in kilograms. With $N$ electron spin–valley states and $g_h$ hole states, $g_e=N$, $g_X=Ng_h$ and $g_T=g_hN(N-1)/2$. The last counts antisymmetric spin–valley pairs, as the symmetric spatial state requires. The degeneracy factor is $2N/(N-1)$: 4 for one valley ($N=2$) and 24/11 for six equivalent valleys ($N=12$). At 2 K, trions equal excitons in number at electron densities of $6.9\times10^{13}$ and $3.8\times10^{13}$ cm$^{-3}$ respectively. Higher electron density favours trions within this dilute model. These densities are only ideal-gas scales: at 2 K the Coulomb energy of two electrons separated by the radius of the volume per carrier, $(3/4\pi n_e)^{1/3}$, is then already about four to five times $k_BT$, so interactions between the carriers are not negligible.

Too many carriers screen the attraction. Far from the exciton, the outer electron decays as $e^{-r/\ell}/r$, with $\ell=\hbar/\sqrt{2m_rE_b}=20.1$ nm. The Debye length $\sqrt{\varepsilon\varepsilon_0k_BT/(n_ee^2)}$ equals $\ell$ at $2.8\times10^{14}$ cm$^{-3}$ and 2 K. This number cannot be taken as a screening limit, however. The one-valley Fermi energy there is 0.063 meV, below $k_BT=0.172$ meV, so the carriers are not degenerate. But the radius of the volume per carrier, $(3/4\pi n_e)^{1/3}$, is 94 nm, and a sphere of one Debye length holds only about 0.01 carriers. Debye's smooth screening cloud needs many. The carrier density at which screening breaks up the trion is therefore not determined here.

An electric field that drops $E_b$ across $\ell$ is

$$F=\frac{E_b}{e\ell}=\frac{0.567\text{ mV}}{20.1\text{ nm}}=0.28\text{ kV/cm}.$$

In a free trion one third of the force $eF$ goes into accelerating the exciton along with the electron. Only two thirds acts to separate them, which raises the scale to 0.42 kV/cm. Tunnelling can release the electron at lower fields, so this too is a scale and not a safe operating limit.

Set beside real silicon, the model exciton binding of 11.8 meV is below the measured value of roughly 15 meV. The directional shifts of Part 6 raise the binding and so act in the right direction, while the averaged masses there lower it slightly. The rounded dielectric constant matters too: the binding varies as $1/\varepsilon^2$, so $\varepsilon=11.4$ in place of 12 would already give 13.1 meV. Silicon devices usually work near 300 K, where the model trion binding is only 2% of $k_BT$, and a junction field of rough size 100 kV/cm is hundreds of times the break-up scale. The model therefore concerns cold, pure, nearly field-free crystals. Even there, biexcitons, the electron–hole liquid, short-range valley effects and the cross term between electron and hole anisotropy remain outside it. The numerical output gives the remaining digits.

## Table of computed values

```
Product trial: exponent 0.34375 1/bohr, energy -0.236328 hartree
order, functions, p, q (1/bohr), energy (hartree), binding/exciton (%)
  0    1 0.7339 0.3226 -0.23911261 -4.3550
  1    3 0.8645 0.2578 -0.24176037 -3.2959
  2    7 0.6709 0.3673 -0.26090951 4.3638
  4   22 0.6502 0.3460 -0.26194577 4.7783
  6   50 0.6645 0.3373 -0.26200106 4.8004
  8   95 0.7114 0.3461 -0.26200467 4.8019
 10  161 0.7114 0.3461 -0.26200500 4.8020
 12  252 0.7114 0.3461 -0.26200505 4.8020
Ion binding: 0.0120050 hartree
Last basis enlargement lowers energy by 4.9e-08 hartree
Virial ratio V/T: -2.000001
Mean distances: unlike 5.490 bohr, like 8.549 bohr
Example: mass 0.25 free masses, dielectric constant 12
Length unit 2.540 nm, energy unit 47.242 meV
Exciton: binding 11.810 meV, Bohr radius 5.080 nm
Trion: binding 0.5671 meV, total energy -12.3776 meV
Unscaled Gaussian trion energy: -12.3764 meV
Trion mean distances: unlike 13.94 nm, like 21.71 nm
Rough electron masses: long 0.92, transverse 0.19
Rough valence parameters: 4.3, 0.34, 1.45
Average masses: electron 0.2583, hole 0.2326 free masses
Unequal masses, negative trion: 4.905 %, 0.5671 meV
Unequal masses, positive trion: 4.716 %, 0.5454 meV
Exciton shift, electron anisotropy: 0.293 meV (ellipsoid trial 0.296 meV)
Exciton shift, valence degeneracy: 0.944 meV
s-d couplings: electron 0.1556, hole 0.2859 (relative to mean kinetic term)
At 2 K: kT 0.1723 meV, trion binding/kT 3.2907
At 300 K: kT 25.8520 meV, trion binding/kT 0.0219
Temperature where kT equals trion binding: 6.58 K
Electron density for equal trions and excitons at 2 K, one valley: 6.92e+13 cm^-3
Electron density for equal trions and excitons at 2 K, six valleys: 3.77e+13 cm^-3
Outer-electron tail length: 20.08 nm
Field scale for trion break-up: 0.282 kV/cm
Carrier density with Debye length equal to tail at 2 K: 2.84e+14 cm^-3
Fermi energy at that density, one valley: 0.0630 meV
Trion binding / exciton binding: 4.802 %
```
